# Why light-mass III-V transistors can starve at the source: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Source starvation in a ballistic thin-film transistor.
Result under test: a source film of sheet density N_s in local equilibrium
supplies at most N_s/2 forward-moving electrons; if the gate demands more at
the barrier top, current saturates at the forward flux of the source.
At fixed N_s a light mass does not cause this, but it slows the refilling of
forward states by scattering and raises the energy cost of a single stream.
Symbols: eps = Fermi level minus local band floor (eV), m = mass / electron
mass, g = valleys, N = density (nm^-2), flux = electrons per nm per s,
alpha = nonparabolicity (1/eV), tau = scattering time (s).
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import expit

HBAR = sc.hbar / sc.e                         # eV s
H2M = sc.hbar**2 / sc.m_e / sc.e * 1e18       # eV nm^2
KB = sc.k / sc.e                              # eV / K
TEMP = 300.0
KT = KB * TEMP


def forward(eps, m, g, temp=TEMP, alpha=0.0):
    """Density and flux of the forward half of a 2D band, by quadrature."""
    kt = KB * temp
    top = np.sqrt(max(eps, 0.0) + 40 * kt)
    dt = top / 4000
    t = (np.arange(4000) + 0.5) * dt
    energy, weight = t**2, 2 * t * dt
    occ = expit((eps - energy) / kt)
    k = np.sqrt(2 * m * energy * (1 + alpha * energy) / H2M)
    dk2 = 2 * m * (1 + 2 * alpha * energy) / H2M
    density = g / (4 * np.pi) * np.sum(dk2 * occ * weight)
    flux = g / (np.pi**2 * HBAR) * np.sum(k * occ * weight)
    return density, flux


def half_density(eps, m, g, temp=TEMP):
    kt = KB * temp
    return g * m * kt / (2 * np.pi * H2M) * np.logaddexp(0, eps / kt)


def equilibrium_eps(density, m, g, temp=TEMP):
    kt = KB * temp
    return kt * np.log(np.expm1(np.pi * H2M * density / (g * m * kt)))


def demand(volt, volt_per_density, populate, back=0.0):
    """Barrier-top eps, forward density and forward flux set by the gate."""
    def miss(e):
        return e + volt_per_density * (1 + back) * populate(e)[0] - volt
    eps = brentq(miss, -1.0, volt)
    return (eps,) + tuple(populate(eps))


def transverse_sum(e_x, eps, m, g):
    """Spin, valley and transverse-momentum sum of the occupation."""
    kmax = np.sqrt(2 * m * (eps + 30 * KT) / H2M)
    dk = kmax / 500
    ky = (np.arange(500) + 0.5) * dk
    e_y = H2M * ky**2 / (2 * m)
    occ = expit((eps - e_x[:, None] - e_y[None, :]) / KT)
    return 2 * g * 2 * np.sum(occ, axis=1) * dk / (2 * np.pi)


def floating_density(eps, barrier, m, g):
    """Source density: all forward states plus those reflected."""
    k_low = np.sqrt(2 * m * max(barrier, 0.0) / H2M)
    k_top = np.sqrt(2 * m * (eps + barrier + 30 * KT) / H2M)
    dk = (k_top - k_low) / 500
    kx = k_low + (np.arange(500) + 0.5) * dk
    line = transverse_sum(H2M * kx**2 / (2 * m), eps, m, g)
    escaping = np.sum(line) * dk / (2 * np.pi)
    return 2 * half_density(eps, m, g) - escaping


def quantum_flux(barrier, drain_volt, eps, m, g):
    """Flux through a smooth barrier from the Schroedinger equation."""
    width, length, step = 5.0, 50.0, 0.25
    x = np.arange(-30.0, 80.0, step) + step / 2
    pot = barrier * 0.5 * (1 + np.tanh(x / width))
    pot -= (drain_volt + barrier) * 0.5 * (1 + np.tanh((x - length) / width))
    dt = np.sqrt(eps + 20 * KT) / 500
    t = (np.arange(500) + 0.5) * dt
    e_x = t**2
    k_source = np.sqrt(2 * m * e_x / H2M)
    k_drain = np.sqrt(2 * m * (e_x + drain_volt) / H2M)
    psi = np.ones(500, complex)
    slope = 1j * k_drain
    for u in pot[::-1]:
        k = np.sqrt(2 * m * (e_x - u) / H2M + 0j)
        c, s = np.cos(k * step), np.sin(k * step)
        psi, slope = psi * c - slope * s / k, psi * k * s + slope * c
    incoming = 0.5 * (psi + slope / (1j * k_source))
    trans = k_drain / (k_source * np.abs(incoming)**2)
    line = transverse_sum(e_x, eps, m, g)
    return np.sum(trans * line * 2 * t * dt) / (2 * np.pi * HBAR)


def refill_ratio(length, sideways, rng, count=200000):
    """Forward exits / (electron time / 2 tau); speed = tau = 1."""
    x = rng.random(count) * length
    c = np.zeros(count)
    if not sideways:
        c = -np.abs(np.cos(2 * np.pi * rng.random(count)))
    total_time, exits = 0.0, 0
    while x.size:
        free = rng.exponential(size=x.size)
        leave = np.full(x.size, np.inf)
        f, b = c > 0, c < 0
        leave[f] = (length - x[f]) / c[f]
        leave[b] = x[b] / (-c[b])
        total_time += np.sum(np.minimum(free, leave))
        gone = leave <= free
        exits += np.sum(gone & f)
        x = (x + c * free)[~gone]
        c = np.cos(2 * np.pi * rng.random(x.size))
    return 2 * exits / total_time


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


# Inputs: rough typical values for an InGaAs-like thin film.
m, g = 0.06, 1
film, doping = 5.0, 1e19                      # nm, cm^-3
n_s = doping * 1e-21 * film                   # nm^-2
volt, drain, oxide = 0.4, 0.5, 1.0            # V, V, nm
cap = 3.9 * sc.epsilon_0 / (oxide * 1e-9)     # F / m^2
vpd = sc.e / cap * 1e18                       # V nm^2
DENS, CURR = 100.0, sc.e * 1e6                # 1e12 cm^-2, mA/um


def simple(e):
    return forward(e, m, g)


# Gate demand and equilibrium source supply.
eps_b, n_ch, flux_b = demand(volt, vpd, simple)
eps_s = equilibrium_eps(n_s, m, g)
n_sup, flux_s = forward(eps_s, m, g)
assert abs(n_sup / (n_s / 2) - 1) < 1e-4
assert n_ch > n_s / 2 and flux_b > flux_s

# Density and flux from the definition, a sum over the forward half-plane.
kmax = np.sqrt(2 * m * (eps_b + 25 * KT) / H2M)
dk = kmax / 700
kx = (np.arange(700) + 0.5) * dk
ky = (np.arange(1400) - 699.5) * dk
e_grid = H2M * (kx[:, None]**2 + ky[None, :]**2) / (2 * m)
occ = expit((eps_b - e_grid) / KT) * 2 * g * dk**2 / (4 * np.pi**2)
speed = H2M * kx / (m * HBAR)
assert abs(occ.sum() / half_density(eps_b, m, g) - 1) < 1e-3
assert abs((occ * speed[:, None]).sum() / flux_b - 1) < 1e-3

# Cold-limit flux, onset voltage and ratio of the two flux ceilings.
cold = 5.0
e_half = equilibrium_eps(n_s, m, g, cold)
e_full = equilibrium_eps(2 * n_s, m, g, cold)
flux_half = forward(e_half, m, g, cold)[1]
flux_full = forward(e_full, m, g, cold)[1]
k_half = np.sqrt(4 * np.pi * (n_s / 2) / g)
flux_formula = n_s / 2 * 4 * H2M * k_half / (3 * np.pi * m * HBAR)
assert abs(flux_half / flux_formula - 1) < 2e-3
assert abs(flux_full / flux_half / (2 * np.sqrt(2)) - 1) < 2e-3


def onset(temp):
    def pop(e):
        return forward(e, m, g, temp)
    return brentq(lambda v: demand(v, vpd, pop)[1] - n_s / 2, 0.05, 1.0)


onset_cold = vpd * n_s / 2 + np.pi * H2M * n_s / (g * m)
assert abs(onset(cold) / onset_cold - 1) < 2e-3
onset_warm = onset(TEMP)

# Wave calculation: barrier control above the source floor, saturation below.
levels = [0.10, 0.05, -0.05, -0.10]
waves = [quantum_flux(u, drain, eps_s, m, g) for u in levels]
wave_ratio = []
for u, wave in zip(levels, waves):
    classical = forward(eps_s - max(u, 0.0), m, g)[1]
    wave_ratio.append(wave / classical)
    # Smooth barriers still reflect or tunnel a few per cent.
    assert abs(wave / classical - 1) < 0.05
assert abs(waves[3] / waves[2] - 1) < 0.02
unlimited = forward(eps_s + 0.10, m, g)[1] / forward(eps_s + 0.05, m, g)[1]
assert unlimited > 1.2

# Floating source floor: an ideal deep reservoir fills every forward state.
eps_stream = brentq(lambda e: floating_density(e, 0.0, m, g) - n_s, 0.05, 1.0)
drop_formula = KT * np.logaddexp(0, np.pi * H2M * n_s / (g * m * KT))
assert abs(eps_stream - eps_s - drop_formula) < 1e-3
last_n = n_s * 1.001
for w in [0.0, 0.03, 0.08, 0.15]:
    e = brentq(lambda q: floating_density(q, w, m, g) - n_s, 0.05, 1.0)
    top_n = half_density(e - w, m, g)
    assert top_n < last_n
    last_n = top_n
eps_float = brentq(
    lambda e: floating_density(e, e - eps_b, m, g) - n_s, eps_b, eps_b + 0.5)

# Separate mass from source density.
table = {}
for name, mm, gg in [("light", m, g), ("heavy", 0.19, 2)]:
    d = demand(volt, vpd, lambda e: forward(e, mm, gg))
    for label, dens in [("low", n_s), ("high", 10 * n_s)]:
        v_on = equilibrium_eps(dens, mm, gg) + vpd * dens / 2
        table[name, label] = (d[1] / (dens / 2), v_on, d[2])
assert table["heavy", "low"][0] > table["light", "low"][0] > 1
assert table["heavy", "high"][0] < 1 and table["light", "high"][0] < 1
assert table["light", "low"][1] > table["heavy", "low"][1]

# Refilling of forward states by isotropic scattering.
rng = np.random.default_rng(7)
thin = refill_ratio(0.01, True, rng)
thick = refill_ratio(1.0, False, rng)
assert 0.90 < thin < 1.0 and thick < 1.0
mob_iii, mob_si = 1000.0, 100.0               # rough source values, cm2/Vs
tau_iii = mob_iii * 1e-4 * m * sc.m_e / sc.e
tau_si = mob_si * 1e-4 * 0.19 * sc.m_e / sc.e
refill_supply = 2 * tau_iii * flux_s / n_s
refill_demand = 2 * tau_iii * flux_b / n_s
refill_si = 2 * tau_si * table["heavy", "high"][2] / (10 * n_s)

# Mass scaling of refill length, final states counted on a momentum grid.
axis = (np.arange(1400) - 699.5) * 0.001
k2 = axis[:, None]**2 + axis[None, :]**2
states, fluxes = [], []
for mass in (m, 2 * m):
    energy = H2M * k2 / (2 * mass)
    states.append(np.sum((energy > 0.10) & (energy < 0.12)))
    e = equilibrium_eps(n_s, mass, 1, cold)
    fluxes.append(forward(e, mass, 1, cold)[1])
length_ratio = fluxes[0] / fluxes[1] * states[1] / states[0]
assert abs(length_ratio / 4 - 1) < 0.01

# Neglected effects, with rough band data for the film.
bulk_m, bulk_a, alpha = 0.041, 1.2, 0.8
sep_l, mz_l, md_l = 0.5, 0.18, 0.35           # satellite valleys, eV, masses


def wall_level(n):
    gamma = H2M * (n * np.pi / film)**2 / (2 * bulk_m)
    return (np.sqrt(1 + 4 * bulk_a * gamma) - 1) / (2 * bulk_a)


gap_2 = wall_level(2) - wall_level(1)
gap_l = sep_l + H2M * (np.pi / film)**2 / (2 * mz_l) - wall_level(1)


def refined(e):
    a = forward(e, m, g, alpha=alpha)
    b = forward(e - gap_l, md_l, 4)
    return a[0] + b[0], a[1] + b[1]


eps_r, n_r, flux_r = demand(volt, vpd, refined)
sat_share = forward(eps_r - gap_l, md_l, 4)[0] / n_r
eps_rs = brentq(lambda e: 2 * refined(e)[0] - n_s, 0.0, 0.5)
flux_rs = refined(eps_rs)[1]
mob_ch, crit = 2000.0, 10.0                   # rough cm2/Vs and nm
v_fermi = H2M * np.sqrt(4 * np.pi * n_ch / g) / (m * HBAR)
path = np.pi / 2 * v_fermi * mob_ch * 1e-4 * m * sc.m_e / sc.e
back = crit / (crit + path)
n_back = demand(volt, vpd, simple, back)[1]
drain_share = forward(eps_b - drain, m, g)[1] / flux_b
res = 50.0                                    # rough source ohm um
loss = res * flux_s * CURR * 1e-3

show("Subband mass", m, "electron masses")
show("Film thickness", film, "nm")
show("Active source doping", doping, "cm^-3")
show("Temperature", TEMP, "K")
show("Equivalent oxide", oxide, "nm")
show("Gate overdrive", volt, "V")
show("Drain bias", drain, "V")
show("Source sheet density", n_s * DENS, "1e12 cm^-2")
show("Source forward supply", n_sup * DENS, "1e12 cm^-2")
show("Channel forward demand", n_ch * DENS, "1e12 cm^-2")
show("Source Fermi level above floor", eps_s, "eV")
show("Demanded Fermi level above barrier", eps_b, "eV")
show("Current demanded", flux_b * CURR, "mA/um")
show("Current supplied", flux_s * CURR, "mA/um")
show("Mean forward speed at source", flux_s / n_sup * 1e-7, "cm/s")
show("Starvation onset, 300 K", onset_warm, "V")
show("Starvation onset, cold formula", onset_cold, "V")
for (mass_name, dens_name), row in table.items():
    print(f"{mass_name} mass, {dens_name} source density: "
          f"demand/supply {row[0]:.3f}, onset {row[1]:.3f} V")
show("Heavy case mass (2 valleys)", 0.19, "electron masses")
show("High source doping", 10 * doping, "cm^-3")
show("Floor drop for one full stream", eps_stream - eps_s, "eV")
show("Floor drop to meet this demand", eps_float - eps_s, "eV")
show("Cold flux ceiling ratio", flux_full / flux_half)
for u, r in zip(levels, wave_ratio):
    print(f"Wave/classical flux, barrier {u:+.2f} eV: {r:.3f}")
show("Unlimited growth, -0.05 to -0.10 eV", unlimited)
show("Wave growth, -0.05 to -0.10 eV", waves[3] / waves[2])
show("Refill simulation / bound, thin", thin, "", 3)
show("Refill simulation / bound, thick", thick, "", 3)
print(f"Source mobility III-V, Si (rough): {mob_iii:.0f}, "
      f"{mob_si:.0f} cm2/Vs")
print(f"Scattering time III-V, Si: {tau_iii*1e15:.1f}, "
      f"{tau_si*1e15:.1f} fs")
show("III-V refill length, supplied current", refill_supply, "nm", 3)
show("III-V refill length, demanded current", refill_demand, "nm", 3)
show("Si-like refill length", refill_si, "nm", 3)
show("Refill length ratio, half the mass", length_ratio)
show("In-plane nonparabolicity (rough)", alpha, "1/eV")
show("Second subband above first", gap_2, "eV", 3)
show("Satellite valleys above subband", gap_l, "eV", 3)
show("Refined forward demand", n_r * DENS, "1e12 cm^-2", 3)
show("Satellite share of that demand", sat_share * 100, "%", 2)
show("Refined current demanded", flux_r * CURR, "mA/um", 3)
show("Refined current supplied", flux_rs * CURR, "mA/um", 3)
show("Channel backscattering", back * 100, "%", 2)
show("Forward demand with backscattering", n_back * DENS, "1e12 cm^-2", 3)
show("Drain return / forward flux", drain_share, "", 2)
print(f"Loss in {res:.0f} ohm um source resistance: {loss:.3f} V")
show("Equivalent oxide field", vpd * n_ch / oxide * 10, "MV/cm", 3)
assert n_r > n_s / 2 and n_back > n_s / 2 and flux_r > flux_rs
print("tests ok")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 166, in <module>
    assert abs(flux_full / flux_half / (2 * np.sqrt(2)) - 1) < 2e-3
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The function that converts a sheet density into a Fermi level took the logarithm of expm1(a), and for the doubled density at 5 K the argument a is about 930, beyond the floating-point range. The Fermi level became infinite and the flux undefined, so the test of the 2√2 ratio failed although the formula is sound. The function now uses the algebraically identical form a + log(1 − e^(−a)), which does not overflow. No tested quantity, tolerance or case is changed.

The change:

```diff
@@ -42,6 +42,8 @@
 
 def equilibrium_eps(density, m, g, temp=TEMP):
+    """Fermi level for a full (both halves) density, free of overflow."""
     kt = KB * temp
-    return kt * np.log(np.expm1(np.pi * H2M * density / (g * m * kt)))
+    a = np.pi * H2M * density / (g * m * kt)
+    return kt * (a + np.log(-np.expm1(-a)))
 
 
```

Output now:

```
Subband mass: 0.06 electron masses
Film thickness: 5 nm
Active source doping: 1e+19 cm^-3
Temperature: 300 K
Equivalent oxide: 1 nm
Gate overdrive: 0.4 V
Drain bias: 0.5 V
Source sheet density: 5 1e12 cm^-2
Source forward supply: 2.5 1e12 cm^-2
Channel forward demand: 3.17 1e12 cm^-2
Source Fermi level above floor: 0.1995 eV
Demanded Fermi level above barrier: 0.2529 eV
Current demanded: 2.659 mA/um
Current supplied: 1.877 mA/um
Mean forward speed at source: 4.686e+07 cm/s
Starvation onset, 300 K: 0.3155 V
Starvation onset, cold formula: 0.3155 V
light mass, low source density: demand/supply 1.268, onset 0.315 V
light mass, high source density: demand/supply 0.127, onset 3.155 V
heavy mass, low source density: demand/supply 2.719, onset 0.138 V
heavy mass, high source density: demand/supply 0.272, onset 1.475 V
Heavy case mass (2 valleys): 0.19 electron masses
High source doping: 1e+20 cm^-3
Floor drop for one full stream: 0.1995 eV
Floor drop to meet this demand: 0.08388 eV
Cold flux ceiling ratio: 2.828
Wave/classical flux, barrier +0.10 eV: 0.973
Wave/classical flux, barrier +0.05 eV: 0.981
Wave/classical flux, barrier -0.05 eV: 0.991
Wave/classical flux, barrier -0.10 eV: 0.991
Unlimited growth, -0.05 to -0.10 eV: 1.31
Wave growth, -0.05 to -0.10 eV: 0.9995
Refill simulation / bound, thin: 0.98
Refill simulation / bound, thick: 0.417
Source mobility III-V, Si (rough): 1000, 100 cm2/Vs
Scattering time III-V, Si: 34.1, 10.8 fs
III-V refill length, supplied current: 16 nm
III-V refill length, demanded current: 22.6 nm
Si-like refill length: 0.548 nm
Refill length ratio, half the mass: 4.002
In-plane nonparabolicity (rough): 0.8 1/eV
Second subband above first: 0.489 eV
Satellite valleys above subband: 0.308 eV
Refined forward demand: 3.72 1e12 cm^-2
Satellite share of that demand: 8.8 %
Refined current demanded: 2.45 mA/um
Refined current supplied: 1.58 mA/um
Channel backscattering: 7.1 %
Forward demand with backscattering: 3.09 1e12 cm^-2
Drain return / forward flux: 3e-06
Loss in 50 ohm um source resistance: 0.094 V
Equivalent oxide field: 1.47 MV/cm
tests ok
```
